# Half the Centre Density at the Edge of a Collisionless Plasma Slab, part 1

(Sections cited here and not found follow in the second part.)

## First half: the cold-fluid slab

### What dimensions allow

A plasma fills the slab between two absorbing walls. Its density falls from $n_0$ at the midplane to $n_s$ at the edge, where the thin charged sheath in front of the wall begins. We want the ratio $n_s/n_0$.

In the simplest model the ingredients are the ion mass $M$, the electron thermal energy $kT_e$, the density $n_0$, the half-width $l$, and the ionization rate per unit volume, with magnitude $S_0$ and some shape across the slab. The only speed that can be built from $M$ and $kT_e$ is the Bohm speed

$$u_B=\sqrt{\frac{kT_e}{M}} .$$

The equations below keep their form when all densities and the ionization rate are multiplied by one common factor. Densities can therefore enter a dimensionless answer only through ratios. One group is left,

$$\frac{S_0l}{n_0u_B},$$

together with the shape of the source. This group is not free: it compares the ions produced with the ions that can leave, and the edge condition will fix it. Hence $n_s/n_0$ is a pure number that may depend on the shape of the source, but not separately on ion mass, electron temperature, gap width or density.

Dimensions cannot say whether the shape matters. Momentum conservation shows that in this model it does not, and that the number is $1/2$.

### Assumptions and signs

The midplane is $x=0$ and the plasma edges are at $x=\pm l$. Everything depends on $x$ alone and is symmetric about the midplane. We work in the right half, $0\le x\le l$, where ions move towards positive $x$. The ion flow speed is $u(x)$, with $u(0)=0$ by symmetry. The assumptions are these.

- The state is steady, and the ions are singly charged.
- Ions are born at rest at the rate $S(x)>0$ per unit volume and make no collisions afterwards.
- At each position the ions are described by one density and one speed, with no ion pressure. This is the cold-fluid closure.
- Electrons have a uniform temperature $T_e$, and their inertia is neglected.
- The plasma is quasi-neutral: ion and electron densities are both written $n(x)$.

The closure deserves attention at once. Ions born at rest at different places have fallen through different potentials when they meet at a given $x$, so they do not share one speed. The closure replaces them by a single stream that carries the correct flux. The result $1/2$ is exact for the equations of this fluid; the second half finds what the real spread of speeds does to it.

### The conservation laws

Consider a layer between $x$ and $x+dx$, per unit wall area. More ions leave it than enter, and the difference is what is born inside:

$$\frac{d(nu)}{dx}=S. \tag{1}$$

The momentum carried by the ions through a unit area per unit time is $(Mu)(nu)=Mnu^2$. Newborn ions bring none, because they start at rest. The growth of this momentum flux is therefore due to the electric force alone:

$$\frac{d(Mnu^2)}{dx}=enE. \tag{2}$$

The electrons have charge $-e$. With negligible inertia, the electric force on them balances their pressure gradient,

$$0=-enE-kT_e\frac{dn}{dx},
\qquad\text{so}\qquad
enE=-kT_e\frac{dn}{dx}. \tag{3}$$

The density falls outwards, $dn/dx<0$, so $E>0$ in the right half. The field holds electrons back and pushes ions towards the wall. With $E=-d\phi/dx$ and $\phi(0)=0$, division of (3) by $n$ and integration give the Boltzmann relation $n=n_0\exp(e\phi/kT_e)$.

### The momentum integral

Insert (3) into (2) and bring both terms to one side:

$$\frac{d}{dx}\left(Mnu^2+nkT_e\right)=0 .$$

The bracket is constant. At the midplane $u=0$ and $n=n_0$, so

$$Mnu^2+nkT_e=n_0kT_e. \tag{4}$$

The source has dropped out. Ionization changes the number of ions, but ions born at rest change no momentum. The electron pressure at the midplane is shared, further out, between electron pressure and ion momentum flux.

Define $v=u/u_B$ and $N=n/n_0$. Since $Mu^2=kT_ev^2$, division of (4) by $n_0kT_e$ gives $N(v^2+1)=1$, or

$$N=\frac{1}{1+v^2}. \tag{5}$$

If the edge lies at $v=1$, then $N_s=1/2$. It remains to show that it does.

### Why the edge lies at the Bohm speed

The ion flux follows from (5):

$$\Gamma=nu=n_0u_B\frac{v}{1+v^2}. \tag{6}$$

Its derivative with respect to $v$ is

$$\frac{d\Gamma}{dv}
=n_0u_B\frac{(1+v^2)-2v^2}{(1+v^2)^2}
=n_0u_B\frac{1-v^2}{(1+v^2)^2}.$$

By (1), $d\Gamma/dx=S$. Writing $d\Gamma/dx=(d\Gamma/dv)(dv/dx)$ and using $n_0=n(1+v^2)$, we find

$$\frac{dv}{dx}
=\frac{S(1+v^2)^2}{n_0u_B(1-v^2)}
=\frac{S}{nu_B}\,\frac{1+v^2}{1-v^2}. \tag{7}$$

The ions start at $v=0$ and speed up. The slope grows without limit as $v\to1$, where the flux has its largest value, $n_0u_B/2$. With $S>0$ the flux would have to keep rising beyond this point, but (6) allows no larger flux. The quasi-neutral solution ends there.

Could the plasma end earlier, at a speed below $u_B$? The sheath forbids it. Let a sheath much thinner than the slab start at speed $u_s$, and let $\chi\ge0$ be the fall of potential inside it in units of $kT_e/e$. Ionization in so thin a layer is negligible. Energy conservation gives $u^2=u_s^2+2u_B^2\chi$, and the constant flux gives the ion density $n_i=n_su_s/u$. For small $\chi$,

$$n_i\approx n_s\left(1-\frac{u_B^2}{u_s^2}\chi\right),
\qquad
n_e=n_se^{-\chi}\approx n_s(1-\chi).$$

Poisson's equation, $\varepsilon_0\,dE/dx=e(n_i-n_e)$, becomes with $eE=kT_e\,d\chi/dx$

$$\frac{d^2\chi}{dx^2}
=\frac{e^2n_s}{\varepsilon_0kT_e}
\left(1-\frac{u_B^2}{u_s^2}\right)\chi .$$

For $u_s<u_B$ the coefficient is negative and $\chi$ oscillates instead of growing steadily towards a negative wall. A steady sheath therefore needs $u_s\ge u_B$. The quasi-neutral plasma can deliver at most $u_B$. Both conditions hold together only for $u_s=u_B$, and hence

$$\boxed{\frac{n_s}{n_0}=\frac12}. \tag{8}$$

At the edge the ion momentum flux $Mn_su_B^2=n_skT_e$ equals the electron pressure, so each carries half of $n_0kT_e$. The Boltzmann relation gives the potential drop from centre to edge, $(kT_e/e)\ln2$.

Integration of (1) from the centre to the edge, where $\Gamma=n_0u_B/2$, gives

$$\int_0^lS\,dx=\frac12n_0u_B. \tag{9}$$

This is the particle balance that fixes the dimensionless group of the opening.

### The full profile

Let $F=\Gamma/(n_0u_B)$. From (5), $v^2=(1-N)/N$, and since $F=Nv$,

$$F^2=N^2v^2=N(1-N). \tag{10}$$

The quadratic $N^2-N+F^2=0$ has the roots $(1\pm\sqrt{1-4F^2})/2$. The centre has $F=0$ and $N=1$, which selects the plus sign:

$$N=\frac{1+\sqrt{1-4F^2}}2,
\qquad
F(x)=\frac{1}{n_0u_B}\int_0^xS\,dx'. \tag{11}$$

This solves the slab for any given positive source. For uniform $S$ the flux grows linearly and reaches $F=1/2$ at the edge, so $F=x/(2l)$ and

$$\frac n{n_0}=\frac12\left[1+\sqrt{1-\frac{x^2}{l^2}}\right]. \tag{12}$$

The profile is flat in the middle and has a vertical tangent at the edge. At $x/l=0.99$ the density is still $0.571\,n_0$, which is 14% above its edge value.

In many discharges the electrons ionize a uniform gas, and $S=\nu n$ with a constant frequency $\nu$. Equation (7) then reads

$$\frac{1-v^2}{1+v^2}\,dv=\frac{\nu}{u_B}\,dx .$$

The left factor equals $2/(1+v^2)-1$. Integration from the centre gives

$$2\arctan v-v=\frac{\nu x}{u_B}. \tag{13}$$

At the edge $v=1$ and $\arctan1=\pi/4$, so

$$\frac{\nu l}{u_B}=\frac\pi2-1\approx0.5708. \tag{14}$$

The density $n_0$ has cancelled. Particle balance therefore fixes the ionization frequency, and through it the electron temperature, whereas the density must come from the power balance.

The primitive equations were integrated numerically for three sources: one proportional to $n$, one uniform, and one weighted to the edge, $S/S(0)=1+10X^2$ with $X=xS(0)/(n_0u_B)$. All three gave an edge ratio of $0.50000000$.

### What birth at rest contributes

Expand the left side of (2) with the product rule and use (1):

$$\frac{d(Mnu^2)}{dx}
=Mu\frac{d(nu)}{dx}+Mnu\frac{du}{dx}
=MuS+Mnu\frac{du}{dx}.$$

The equation for the acceleration of the stream is therefore

$$Mnu\frac{du}{dx}=enE-MuS. \tag{15}$$

The last term is a drag. Each newborn ion must be brought from rest to the speed of the stream, and the stream pays for it.

Suppose this term is left out. With (3), division by $n$ gives $Mu\,du/dx=-kT_e\,d(\ln n)/dx$, which integrates to

$$N=e^{-v^2/2}.$$

The flux, proportional to $ve^{-v^2/2}$, again has its maximum at $v=1$, so the edge speed is unchanged. The ratio, however, becomes $e^{-1/2}\approx0.607$, which is 21% above $1/2$. This number belongs to a different problem, in which the ions are born with the local flow speed. The value $1/2$ thus depends on birth at rest, though not on where in the slab the ions are born.

### An energy audit of the closure

Momentum is conserved in the fluid. Is energy? The field does the work $eE\Gamma$ per unit volume and time. By (3), $eE\,dx=-kT_e\,dN/N$. Dividing the total work by the edge flux, with $F=\sqrt{N(1-N)}$ and $F_s=1/2$, gives the work per ion that reaches the edge:

$$W=\frac{kT_e}{F_s}\int_{1/2}^{1}\frac{\sqrt{N(1-N)}}{N}\,dN
=2kT_e\int_{1/2}^{1}\sqrt{\frac{1-N}{N}}\,dN .$$

Put $N=\cos^2\theta$. The root becomes $\tan\theta$, and $|dN|=2\sin\theta\cos\theta\,d\theta$, with $\theta$ running from $0$ to $\pi/4$:

$$W=2kT_e\int_0^{\pi/4}2\sin^2\theta\,d\theta
=2kT_e\left[\theta-\frac{\sin2\theta}{2}\right]_0^{\pi/4}
=\left(\frac\pi2-1\right)kT_e .$$

The cold stream carries only $\tfrac12Mu_B^2=\tfrac12kT_e$ per ion. About $0.071\,kT_e$ is missing.

The loss can be located. Multiply (15) by $u$ to obtain $eE\Gamma=M\Gamma u\,du/dx+Mu^2S$. The kinetic energy flux grows as

$$\frac{d}{dx}\left(\frac12M\Gamma u^2\right)
=\frac12Mu^2S+M\Gamma u\frac{du}{dx}.$$

The difference is $\tfrac12Mu^2S$. Merging a resting ion with the stream is a perfectly inelastic process, and it releases $\tfrac12Mu^2$. Collisionless ions have no means of losing this energy. They keep it as motion, and the ions present at one position then have a spread of velocities. A single stream has no room for such a spread. The fluid is therefore exact in its momentum bookkeeping for a single stream, but it cannot be an exact description of the ions.

## Second half: the real ions, and an argon plasma

### Symbols and results carried over

The slab has half-width $l$, centre density $n_0$, electron temperature $T_e$ and Bohm speed $u_B=\sqrt{kT_e/M}$. The scaled density, speed and ion flux are $N=n/n_0$, $v=u/u_B$ and $F=\Gamma/(n_0u_B)$. Ions are born at rest at the rate $S(x)$. The cold fluid obeys $N(1+v^2)=1$ and ends at $v=1$, where $N_s=1/2$ and $F_s=1/2$. For $S=\nu n$ it requires $\nu l/u_B=\pi/2-1$. We now remove its assumptions one at a time.

### Following each ion

Keep quasi-neutrality, Boltzmann electrons and birth at rest, but let every ion fall freely. Define the scaled potential drop

$$\eta=-\frac{e\phi}{kT_e},\qquad N=e^{-\eta},$$

which grows from zero at the centre. An ion born where the drop is $\eta'$ has, on reaching $\eta$, the kinetic energy $\tfrac12Mw^2=kT_e(\eta-\eta')$. Its speed is

$$w=u_B\sqrt{2(\eta-\eta')} .$$

Ions born in the right half between the centre and $x$ all pass $x$; those born in the left half go the other way. Ions born in $dx'$ carry the flux $S\,dx'=d\Gamma$, and a flux divided by its speed is a density. Let $g(\eta')=dF/d\eta'$. The sum over all birthplaces must equal the electron density:

$$e^{-\eta}=\int_0^\eta\frac{g(\eta')}{\sqrt{2(\eta-\eta')}}\,d\eta'. \tag{16}$$

This is an Abel equation for $g$. To solve it, multiply by $1/\sqrt{\zeta-\eta}$ and integrate over $\eta$ from $0$ to $\zeta$. On the right, exchange the order of integration. The inner integral is

$$\int_{\eta'}^{\zeta}\frac{d\eta}{\sqrt{(\zeta-\eta)(\eta-\eta')}}=\pi ,$$

as the substitution $\eta=\eta'+(\zeta-\eta')\sin^2\theta$ shows: the integrand times $d\eta$ becomes $2\,d\theta$, with $\theta$ from $0$ to $\pi/2$. What remains on the right is $(\pi/\sqrt2)\int_0^\zeta g\,d\eta'=(\pi/\sqrt2)F(\zeta)$, because no flux crosses the midplane. Therefore

$$F(\zeta)=\frac{\sqrt2}{\pi}\int_0^\zeta\frac{e^{-\eta}}{\sqrt{\zeta-\eta}}\,d\eta .$$

Set $t=\sqrt{\zeta-\eta}$, so that $d\eta=-2t\,dt$. The integral becomes $2e^{-\zeta}\int_0^{\sqrt\zeta}e^{t^2}dt$. With Dawson's function

$$D(r)=e^{-r^2}\int_0^re^{t^2}\,dt$$

the flux is, on writing $\eta$ for $\zeta$,

$$F(\eta)=\frac{2\sqrt2}{\pi}D(\sqrt\eta). \tag{17}$$

The source profile does not appear. It decides where in space a given potential is reached, but not how much flux belongs to that potential. The kinetic edge ratio is thus also independent of the profile, though its value is different.

The cold fluid gives $n_s/n_0=1/2$ for any source profile, and for freely falling ions the flux at a given potential is likewise independent of the profile. It remains to locate the kinetic edge and find its density ratio, to examine the other assumptions, and to apply the results to an argon plasma.

Numbers in the example were calculated in double precision.
